# Triangular Impulse Response and Transit-Time Bandwidth of a Uniformly Illuminated p-i-n Photodiode

## The transit time alone does not fix the bandwidth

Suppose electrons and holes both need 22.2 ps to cross the full depleted layer of a photodiode. If all pairs are born at one edge of the layer, the electrical bandwidth set by the transit is 19.9 GHz. If they are born uniformly through the layer, it is 24.9 GHz. The transit time is the same in both cases. The bandwidth depends on the shape of the current pulse, and the shape depends on where the carriers are born and on how a moving charge drives the external circuit. For carriers born uniformly through the layer the problem can be solved in closed form.

## Model and conventions

The intrinsic layer occupies $0<x<W$, with the p contact at $x=0$ and the n contact at $x=W$. It is fully depleted and reverse biased, so the field points from n to p, along $-x$. Holes drift towards $x=0$ and electrons towards $x=W$.

At $t=0$ a very short light pulse creates $N$ electron–hole pairs, spread uniformly in $x$. The charge of one species is $Q=eN$, with $e>0$. Both species move at the same constant speed $v$, and the full-layer transit time is

$$\tau=\frac{W}{v}. \tag{1}$$

The problem is one-dimensional, with contact area $A$ and permittivity $\varepsilon$. The voltage across the layer is held fixed, which requires a negligible $RC$ delay. The pulse is weak enough not to disturb the field. Diffusion, trapping, recombination, multiplication and absorption outside the layer are neglected. The current $i(t)$ is the photocurrent alone, counted positive in the direction of $-x$ inside the diode.

## Current at the terminals

The external current does not wait for carriers to reach a contact. Let $J_x$ be the conduction current density and $\rho$ the charge density. Charge conservation and Gauss's law are

$$\frac{\partial\rho}{\partial t}+\frac{\partial J_x}{\partial x}=0,\qquad \varepsilon\frac{\partial E_x}{\partial x}=\rho. \tag{2}$$

Inserting the second into the first gives

$$\frac{\partial}{\partial x}\left(J_x+\varepsilon\frac{\partial E_x}{\partial t}\right)=0. \tag{3}$$

The sum of conduction and displacement current is therefore the same at every $x$, and it equals the current density in the leads, $-i/A$. Integrating it over the layer gives

$$-\frac{iW}{A}=\int_0^W J_x\,dx+\varepsilon\frac{d}{dt}\int_0^W E_x\,dx. \tag{4}$$

The last integral is the potential difference between the contacts. It is constant, so its derivative vanishes.

Holes have charge $+e$ and velocity $-v$; electrons have charge $-e$ and velocity $+v$. Both products are $-ev$, so the two species add. If $N_h(t)$ and $N_e(t)$ carriers are still in the layer, $A\int J_x\,dx=-ev(N_h+N_e)$, and (4) becomes

$$i(t)=\frac{ev}{W}\left[N_h(t)+N_e(t)\right]. \tag{5}$$

Each moving carrier supplies the constant current $ev/W$ until it is collected.

## The triangular response

A hole born at $x_0$ is still moving at time $t$ if $x_0>vt$. An electron born there is still moving if $x_0<W-vt$. Each condition selects a length $W-vt$ out of $W$. Because the births are uniform,

$$N_h(t)=N_e(t)=N\left(1-\frac{t}{\tau}\right),\qquad 0<t<\tau. \tag{6}$$

Substitution into (5), with $v/W=1/\tau$, gives

$$i(t)=\frac{2Q}{\tau}\left(1-\frac{t}{\tau}\right),\qquad 0<t<\tau, \tag{7}$$

and zero at later times. The current jumps to its peak at once, because every carrier starts to move at once. It then falls linearly as carriers are collected at a constant rate.

The area of the triangle is $\tfrac12\,\tau\,(2Q/\tau)=Q$, not $2Q$, although two species contribute. The hole of a pair travels $x_0$ and the electron travels $W-x_0$. By (5) they deliver $ex_0/W+e(W-x_0)/W=e$, one elementary charge per pair.

Integrating (7) up to $t=u\tau$ gives the delivered charge

$$q(u)=2Q\int_0^u(1-u')\,du'=Q(2u-u^2). \tag{8}$$

Half of the charge has passed when $2u-u^2=\tfrac12$, that is at $u=1-1/\sqrt2=0.29$. By then only 29% of the holes have reached the p contact. The difference between delivered and collected charge,

$$Q(2u-u^2)-Qu=Qu(1-u), \tag{9}$$

appears as extra negative charge on the p contact. It is largest at $u=\tfrac12$, where it is $Q/4$. This value will measure how strongly the pulse disturbs the field.

## Frequency response

For light weak enough not to disturb the field the diode is linear, and its response at angular frequency $\omega$ is the transform of the impulse response. With $j$ the imaginary unit, define

$$H(\omega)=\frac1Q\int_0^\infty i(t)e^{-j\omega t}\,dt,\qquad H(0)=1. \tag{10}$$

Put $t=u\tau$ and $\theta=\omega\tau$. Equation (7) then gives

$$H=2\int_0^1(1-u)e^{-j\theta u}\,du. \tag{11}$$

Integrate by parts, differentiating $1-u$. The boundary term is zero at $u=1$ and leaves $1/(j\theta)$ from $u=0$:

$$\int_0^1(1-u)e^{-j\theta u}du=\frac1{j\theta}-\frac1{j\theta}\int_0^1e^{-j\theta u}du
=\frac1{j\theta}-\frac{1-e^{-j\theta}}{(j\theta)^2}. \tag{12}$$

Since $(j\theta)^2=-\theta^2$, $1/(j\theta)=-j\theta/\theta^2$ and $1-e^{-j\theta}=1-\cos\theta+j\sin\theta$,

$$H=\frac{2}{\theta^2}\left[(1-\cos\theta)-j(\theta-\sin\theta)\right]. \tag{13}$$

The squared modulus of the bracket is

$$1-2\cos\theta+\cos^2\theta+\theta^2-2\theta\sin\theta+\sin^2\theta .$$

With $\cos^2\theta+\sin^2\theta=1$ this gives

$$|H|^2=\frac{4S}{\theta^4},\qquad S=\theta^2+2-2\cos\theta-2\theta\sin\theta. \tag{14}$$

**Low frequency.** To sixth order,

$$-2\cos\theta=-2+\theta^2-\frac{\theta^4}{12}+\frac{\theta^6}{360},\qquad
-2\theta\sin\theta=-2\theta^2+\frac{\theta^4}{3}-\frac{\theta^6}{60}.$$

The constant and quadratic terms of $S$ cancel, leaving $S=\theta^4/4-\theta^6/72+\dots$, so that

$$|H|^2= 1-\frac{\theta^2}{18}+\dots \tag{15}$$

**High frequency.** For $\theta\gg1$ the term $\theta^2$ dominates $S$, and $|H|\approx2/\theta$. This slow decay comes from the sudden rise of the current in (7), which is the boundary term in (12).

## The half-power frequency

The electrical power delivered to a load is proportional to the square of the photocurrent. The electrical 3 dB frequency is therefore defined by $|H|^2=\tfrac12$. By (14) this requires

$$\theta^4=8\left(\theta^2+2-2\cos\theta-2\theta\sin\theta\right). \tag{16}$$

A bandwidth is well defined only if the response does not recover after crossing this level. To settle this, differentiate (14):

$$\frac{d|H|^2}{d\theta}=\frac{4(\theta S'-4S)}{\theta^5},\qquad
S'=2\theta(1-\cos\theta), \tag{17}$$

where the two terms $\pm2\sin\theta$ in $S'$ have cancelled. Collecting terms,

$$\theta S'-4S=-2\theta^2(1+\cos\theta)-8(1-\cos\theta)+8\theta\sin\theta. \tag{18}$$

Now use $1+\cos\theta=2\cos^2(\theta/2)$, $1-\cos\theta=2\sin^2(\theta/2)$ and $\sin\theta=2\sin(\theta/2)\cos(\theta/2)$. The right side becomes

$$-4\theta^2\cos^2\frac\theta2-16\sin^2\frac\theta2+16\theta\sin\frac\theta2\cos\frac\theta2
=-16\left(\sin\frac\theta2-\frac\theta2\cos\frac\theta2\right)^2,$$

and therefore

$$\frac{d|H|^2}{d\theta}=-\frac{64}{\theta^5}\left(\sin\frac\theta2-\frac\theta2\cos\frac\theta2\right)^2\le0. \tag{19}$$

The slope vanishes only at isolated points, so $|H|^2$ falls strictly from 1 towards 0 and crosses one half once. The numerical root of (16) is $\theta=3.4767$, for which both sides equal 146.1. Since $\theta=2\pi f\tau$,

$$\boxed{f_{3\,\mathrm{dB}}=\frac{3.4767}{2\pi}\,\frac vW=0.553\,\frac vW\approx0.55\,\frac vW} \tag{20}$$

The definition matters. If the bandwidth is instead the frequency at which the current amplitude has halved, $|H|=\tfrac12$, the constant is 0.774.

## A second case: all pairs born at one edge

If the light is absorbed in a thin sheet next to the p contact, the holes are collected at once and the electrons all cross the full width. Equation (5) gives a rectangular pulse of height $Q/\tau$ and length $\tau$. Its transform has modulus

$$|H_{\rm sheet}|=\left|\int_0^1e^{-j\theta u}du\right|=\left|\frac{\sin(\theta/2)}{\theta/2}\right|, \tag{21}$$

and its half-power frequency is $0.443\,v/W$. For the same $v$ and $W$, uniform generation is faster by 25%.

The low-frequency behaviour shows the reason. From (21), $|H_{\rm sheet}|^2=1-\theta^2/12+\dots$, against $1-\theta^2/18$ in (15). The triangle concentrates its charge at early times and is the narrower pulse in the root-mean-square sense. The two expansions alone suggest a frequency ratio of $\sqrt{18/12}=1.22$, close to the computed 1.25.

Between these cases lies a useful symmetry. For equal speeds, moving a birth position from $x_0$ to $W-x_0$ exchanges the travel times of the electron and the hole and leaves the current of the pair unchanged. A linear tilt of the generation profile about the middle of the layer therefore has no effect on $i(t)$. Only the part of the profile that is even about the middle counts. The argument fails when the speeds differ.

## Example: a thin silicon diode at 850 nm

Take a vertical silicon diode on buried oxide at 300 K, with $W=2.0$ µm, 20 V across the layer and a common speed $v=0.90\times10^7$ cm/s. The material values here and below are rough typical ones. The field is 0.10 MV/cm. The absorption length, about 18 µm, is much longer than $W$, so generation is nearly uniform. From (1),

$$\tau=\frac{2.0\times10^{-4}\ \text{cm}}{0.90\times10^7\ \text{cm/s}}=22.2\ \text{ps}.$$

A pulse that creates $10^4$ pairs has $Q=1.602$ fC. Equations (7) and (20) give

$$i(0)=\frac{2\times1.602\ \text{fC}}{22.22\ \text{ps}}=0.144\ \text{mA},\qquad
f_{3\,\mathrm{dB}}=\frac{0.5533}{22.22\ \text{ps}}=24.9\ \text{GHz}.$$

The price of uniform generation is weak absorption: a single pass through the layer absorbs 10.5% of the light that enters it.

### What the model leaves out

Each bandwidth change below is relative to 24.9 GHz, and the effects are taken one at a time unless stated otherwise.

**Unequal speeds.** With standard rough mobility and saturation parameters, electrons move at $1.02\times10^7$ cm/s and holes at $0.75\times10^7$ cm/s at this field. Each species then gives its own triangle of area $Q/2$, and the response is the average of (13) taken at the two transit times. The bandwidth becomes 23.5 GHz, a change of −5.8%. Part of this arises because the chosen $v$ lies above the average of the two speeds: a common speed equal to their arithmetic mean gives −1.8%, and one matching their mean transit time gives −4.0%.

**Generation profile.** Exponential absorption changes the bandwidth by −0.01% when the speeds are equal. This is as small as the symmetry argument requires, because the exponential is almost a pure tilt over the layer. With the unequal speeds above the tilt counts, and the shift from 23.5 GHz is about +0.6% for light entering at the p side and −0.6% at the n side. Reflection from the oxide could add a standing wave; with a contrast of 0.73 the largest shift over its phase is about 0.4% at 850 nm, and it stays below 1% between 800 and 900 nm for contrasts up to 1. These figures are for the depleted layer alone. The period of the ripple, about 116 nm, is close to the contact thickness used below, so the ripple also changes the share of pairs born in the contacts and moves the contact loss of −11.8% between −10.5% and −13.0%, depending on its phase.

**Contact layers.** Let each doped contact be 0.1 µm thick. Together they hold $0.2/2.2=9\%$ of the pairs. Their minority carriers must first diffuse into the depleted layer and then cross all of it. With a diffusion coefficient of 4 cm²/s the characteristic time $d^2/D$ is 25 ps, comparable with $\tau$. If no carriers are lost at the outer surfaces, the bandwidth falls to 22.0 GHz, or −11.8%. This is the largest single correction found here at 300 K, but it depends on the surfaces: with a surface recombination velocity of $10^6$ cm/s it shrinks to −5.7%, and with fully absorbing surfaces to −3.6%, because fewer carriers arrive from the contacts (half of them with absorbing surfaces) and those that do arrive sooner (mean delay 2.1 ps instead of 8.3 ps). With lossless surfaces, a diffusion coefficient of 2 or 8 cm²/s gives −13% or −9%.

**Diffusion in the layer.** The low-field coefficient for electrons, 36 cm²/s, applied to both species gives 23.3 GHz, or −6.5%, if carriers that diffuse back to the edge they drift away from are lost there, and 22.8 GHz, or −8.3%, if they are reflected. It is meant as a cautious estimate, since fast carriers in a strong field are expected to spread less along it.

**$RC$ delay.** A diameter of 20 µm gives a capacitance of 16.3 fF. With 50 Ω the corner frequency is 196 GHz, and the combined bandwidth is 24.6 GHz, or −1.1%. This counts the load alone. On buried oxide the thin contacts carry the current sideways; if both are contacted at the rim, their sheet resistance adds roughly 8 Ω at a doping of $10^{20}$ cm⁻³ and 56 Ω at $10^{19}$ cm⁻³, and the loss grows to −1.5% and −5.3%. The resistances quoted are the summed sheet resistance of the two contacts divided by $8\pi$, and the losses treat the contacts as a distributed $RC$ sheet; a lumped 56 Ω in series with the load gives −4.6%.

**Pulse strength and multiplication.** By (9) the pulse changes the field at the p contact by at most $Q/(4\varepsilon A)$, which is 0.12% of the applied field if the light fills the whole contact area; a spot 5 µm across gives about 2%. One common fit of the ionisation coefficients, extrapolated below the fields it was made for, gives about $6\times10^{-4}$ extra pairs per electron crossing the full layer, and far fewer per hole; other common fits differ from this by large factors but also give values below $10^{-2}$. The estimated breakdown voltage of the layer is 59 V with this fit and between about 50 and 65 V with the others, about three times the operating voltage. These values are for a planar layer; field crowding at the edge of a real diode lowers them.

**Temperature.** The effect depends on the fit used for the speeds. If the common speed follows $v_{\rm sat}\propto1/(1+0.8\,e^{T/600\,\mathrm{K}})$, operation at 360 K gives 23.5 GHz, or −5.6%. A steeper common fit, with the electron saturation velocity proportional to $T^{-0.87}$, lowers the electron and hole speeds by 14% and 12%. Applied to the unequal speeds above, it takes the bandwidth from 23.5 to 20.5 GHz, a fall of 12.5% from that value (17.6% below 24.9 GHz).

Unequal speeds, contact layers and $RC$ delay taken together give 20.5 GHz, which is 17.6% below the ideal value. Diffusion in the layer, heating and the series resistance of the contacts are not in this figure, so it is still a model estimate; the series resistance alone would lower it to about 19.9 GHz (as a lumped 56 Ω) at a contact doping of $10^{19}$ cm⁻³.

### Relation to real devices

At this wavelength a single pass absorbs half of the light in a depleted layer of 12.5 µm, 63% in 18 µm and 90% in 41 µm, and the transit-limited bandwidth of such a diode is much lower. At unchanged speed (20) gives 4.0, 2.8 and 1.2 GHz. At 20 V the field no longer saturates the speeds, and the values fall to about 2.5, 1.5 and 0.44 GHz for light entering at the p side and 2.2, 1.2 and 0.25 GHz for light entering at the n side. These values assume a uniform field. At 20 V the three layers are fully depleted only for a background doping below about $1.7\times10^{14}$, $8\times10^{13}$ and $1.5\times10^{13}$ cm⁻³, and an n-type background of $10^{13}$ cm⁻³ already lowers the thickest case to about 0.41 and 0.21 GHz. If only a few volts are available instead of 20 V, the carriers, holes especially, move more slowly, and their speeds differ more, so that (20) with a single reduced $v$ overestimates the bandwidth: with 3 V across the layer (applied bias plus the built-in voltage of about 1 V) it gives 16.2 GHz with the mean speed and 14.9 GHz with the mean transit time, against 13.9 GHz for the two speeds treated separately. The example relies on the buried oxide: without it, light absorbed in the substrate would feed slow carriers into the diode, an effect not sized here. Of the effects computed one at a time for this example at 300 K, absorption in the contacts costs the most, about 12%, if the outer surfaces lose no carriers. The order can change with layer width, voltage, temperature, contact thickness and surface recombination.

### Thinning the layer

Equation (20) seems to favour an ever thinner layer, but this holds only while transit limits the speed. At fixed area, load and carrier speed, the transit bandwidth scales as $1/W$ and the $RC$ corner as $W$. For this diode they are equal when

$$24.9\,\frac{2\ \text{µm}}{W}=195.6\,\frac{W}{2\ \text{µm}},\qquad W=2\sqrt{\frac{24.9}{195.6}}\ \text{µm}=0.71\ \text{µm}. \tag{22}$$

The combined transit and $RC$ bandwidth lies 4% below (20) at 1.4 µm, 13% below at 1.0 µm and about a third below at 0.71 µm, where it peaks at about 47 GHz. These figures count the 50 Ω load alone; the series resistance of the contacts moves the peak to 44 GHz at 0.77 µm for 8 Ω and to 31 GHz at 1.07 µm for 56 Ω, with the contacts treated as a distributed sheet (a lumped 56 Ω gives 32.5 GHz at 1.04 µm). Below about 1 µm the voltage must also be lowered: 20 V across 0.71 µm gives 0.28 MV/cm, with a mean multiplication of 1.3 to about 2 and an estimated breakdown of 24 to 28 V, depending on the fit. Thinning also lowers the absorbed fraction, and contacts of unchanged thickness then hold a larger share of the carriers. The main values of this example are collected in the numerical output.

## Computed results

```
Half-power root omega*tau: 3.4767 rad
Electrical 3 dB constant f*W/v: 0.5533
Constant for |H| = 1/2: 0.7741
Constant for one sheet crossing whole layer: 0.4429
Layer width W: 2.0 um
Common speed v: 9.00e+06 cm/s
Voltage across layer: 20 V
Field: 0.100 MV/cm
Temperature: 300 K
Wavelength: 850 nm
Absorption length: 18 um
Single-pass absorbed fraction: 10.5 %
Pairs in pulse: 10000
Pulse charge Q: 1.602 fC
Transit time tau: 22.22 ps
Peak current: 0.1442 mA
Ideal 3 dB bandwidth: 24.90 GHz
Electron speed at this field: 1.017e+07 cm/s
Hole speed at this field: 7.506e+06 cm/s
Bandwidth, unequal speeds: 23.45 GHz (-5.82 %)
Bandwidth, exponential absorption: 24.90 GHz (-0.01 %)
Standing-wave contrast: 0.73
Largest ripple shift, four phases: 0.33 %
Low-field diffusion coefficient: 36.2 cm2/s
Drift-to-diffusion ratio v*W/D: 49.7
Bandwidth, with diffusion: 23.29 GHz (-6.45 %)
Each doped contact layer: 0.1 um
Diffusion coefficient there: 4.0 cm2/s
Bandwidth, with contact layers: 21.97 GHz (-11.78 %)
Diode diameter: 20 um
Load: 50 ohm
Capacitance: 16.27 fF
RC corner frequency: 195.6 GHz
Bandwidth, with RC: 24.62 GHz (-1.11 %)
Bandwidth, speeds + contacts + RC: 20.52 GHz (-17.57 %)
Peak contact charge / Q: 0.2500
Field change at contact by pulse: 0.123 %
Ionisation integral at this field: 6.3e-04
Breakdown field of layer: 0.297 MV/cm
Breakdown voltage of layer: 59.4 V
Warm device temperature: 360 K
Bandwidth, warm device: 23.49 GHz (-5.64 %)
```
